# An Asymptotic-Preserving Micro-Macro Scheme for the Semiconductor Boltzmann Equation

## From collisions to drift and diffusion

An electron in a semiconductor strip may scatter every few hundred femtoseconds, while the charge packet it belongs to takes many picoseconds to cross the strip. Its density then nearly obeys a drift-diffusion equation, although near a contact or in a short device the velocity distribution still matters. A forward Euler kinetic solver must still resolve the scattering time to remain stable, even where collisions have made the answer simple. The scheme built here keeps the kinetic description, is stable for any time step, and becomes a standard drift-diffusion scheme when the mean free path tends to zero.

## The scaled equation

Let $U(x)$ be the prescribed, time-independent potential energy of an electron of mass $m$ in a parabolic band. At low density

$$
\partial_t f+v\,\partial_x f-\frac{U'}{m}\partial_v f=Qf .
$$

Put $v_T=(k_BT/m)^{1/2}$, $w=v/v_T$, $\varphi=U/k_BT$ and $M(w)=e^{-w^2/2}/\sqrt{2\pi}$. The collision operator is

$$
Qf=\int s(w,w')\,[M(w)f(w')-M(w')f(w)]\,dw',
$$

with $s(w,w')=s(w',w)=s(-w,-w')\ge\nu>0$. For a device of length $\ell$ the Knudsen number is $\varepsilon=v_T/(\nu\ell)$. Measure $x$ in $\ell$ and $t$ in $1/(\nu\varepsilon^2)$. The time derivative acquires the factor $\nu\varepsilon^2$, the streaming term $v_T/\ell=\nu\varepsilon$, and the force term $k_BT/(m v_T\ell)=v_T/\ell=\nu\varepsilon$. With $L=-Q/\nu$, division by $\nu$ gives

$$
\varepsilon^2\partial_t f+\varepsilon(w\,\partial_x-\varphi'\partial_w)f=-Lf .
$$

Two properties of $L$ are needed. Write $f=Mu$ and use the velocity inner product with weight $1/M$. Exchanging $w$ and $w'$ and averaging the two forms gives

$$
\int\frac{f\,Lf}{M}\,dw=\frac1{2\nu}\iint s\,MM'(u-u')^2\,dw\,dw'
\ge\int Mu^2dw-\Big(\int Mu\,dw\Big)^2 .
$$

If $f$ carries no density, the last term vanishes and $L$ is bounded below by 1. The reversal symmetry of $s$ means that $L$ does not mix even and odd functions of $w$.

## Micro-macro form

Split the distribution into its local equilibrium and a remainder without density,

$$
f=\rho M+\varepsilon g,\qquad g=\sum_{k\ge1}g_k h_kM ,
$$

where $h_k$ are the normalized Hermite polynomials, $\int h_kh_lM\,dw=\delta_{kl}$. They satisfy

$$
wh_k=\sqrt{k+1}\,h_{k+1}+\sqrt k\,h_{k-1},\qquad
\partial_w(h_kM)=-\sqrt{k+1}\,h_{k+1}M .
$$

For $f=\sum_k f_kh_kM$, the coefficient of $h_kM$ in $(w\partial_x-\varphi'\partial_w)f$ is therefore

$$
\sqrt{k+1}\,\partial_xf_{k+1}+\sqrt k\,(\partial_x+\varphi')f_{k-1}.
$$

Insert $f_0=\rho$ and $f_k=\varepsilon g_k$. Collisions conserve density, so the $k=0$ equation has no collision term; divide it by $\varepsilon^2$ and the others by $\varepsilon$:

$$
\begin{aligned}
\partial_t\rho+\partial_xg_1&=0,\\
\varepsilon^2\partial_tg_1+\varepsilon\sqrt2\,\partial_xg_2+(\partial_x+\varphi')\rho&=-(Lg)_1,\\
\varepsilon^2\partial_tg_k+\varepsilon\big[\sqrt{k+1}\,\partial_xg_{k+1}+\sqrt k(\partial_x+\varphi')g_{k-1}\big]&=-(Lg)_k,\quad k\ge2 .
\end{aligned}
$$

No negative power of $\varepsilon$ remains. Keep $k\le K$ and set $g_{K+1}=0$. The matrix $L_{kl}$ is then a symmetric restriction of the operator, so it keeps the lower bound 1.

## Discretization

Divide the unit interval into cells of width $h$. Place $\rho$ and the even $g_k$ at cell centres, and the odd $g_k$ on faces. Specular walls require $f(w)=f(-w)$ there, which sets the odd components on the wall faces to zero and imposes nothing else.

Let $\delta$ be the difference of two neighbouring values divided by $h$; it maps cells to interior faces and faces to cells. Define

$$
Ab=W^{-1}\delta(Wb),\qquad W_i=e^{\varphi_i},\qquad
W_{i+1/2}=\frac{e^{\varphi_{i+1}}-e^{\varphi_i}}{\varphi_{i+1}-\varphi_i},
$$

with $W_{i+1/2}=e^{\varphi_i}$ if the two potentials agree. The face weight is the mean of $e^\varphi$ over a linear segment. Since $e^{-\varphi}\partial_x(e^\varphi b)=(\partial_x+\varphi')b$, $A$ approximates $\partial_x+\varphi'$. With $(a,b)=h\sum Wab$ over the relevant points, summation by parts gives

$$
(a,Ab)=h\sum a\,\delta(Wb)=-h\sum Wb\,\delta a=-(\delta a,b).
$$

One of $a,b$ lives on faces and vanishes at the walls, so there is no boundary term.

All terms are taken at the new time:

$$
\begin{aligned}
\frac{\rho^{n+1}-\rho^n}{\Delta t}+\delta g_1^{n+1}&=0,\\
\varepsilon^2\frac{g^{n+1}-g^n}{\Delta t}+\varepsilon T_1g^{n+1}+e_1A\rho^{n+1}+Lg^{n+1}&=0 .
\end{aligned}
$$

Here $e_1$ selects the component $k=1$, and $T_1$ collects the transport terms within $g$:

$$
(T_1g)_1=\sqrt2\,\delta g_2,\qquad
(T_1g)_k=\sqrt{k+1}\,\delta g_{k+1}+\sqrt k\,Ag_{k-1}.
$$

For fixed $\varphi$ and $\Delta t$ the algorithm is:

1. Assemble the sparse matrix of these equations and factor it once.
2. At each step form the right side from $\rho^n/\Delta t$ and $\varepsilon^2g^n/\Delta t$.
3. Solve for $\rho^{n+1}$ and $g^{n+1}$ together.

## Stability for every Knudsen number

Take the inner product of the first equation with $2\Delta t\,\rho^{n+1}$ and of the second with $2\Delta t\,g^{n+1}$, and add. The density coupling cancels because

$$
(\rho,\delta g_1)+(g_1,A\rho)=(\rho,\delta g_1)-(\delta g_1,\rho)=0 .
$$

The coupling between $g_k$ and $g_{k+1}$ has the common factor $\sqrt{k+1}$ and cancels in the same way. For the time differences use $2a(a-b)=a^2-b^2+(a-b)^2\ge a^2-b^2$. With $(g,Lg)\ge\|g\|^2$,

$$
\|\rho^{n+1}\|^2+\varepsilon^2\|g^{n+1}\|^2+2\Delta t\|g^{n+1}\|^2
\le\|\rho^n\|^2+\varepsilon^2\|g^n\|^2 .
$$

No relation between $\Delta t$, $h$ and $\varepsilon$ was used. If the old values are zero, the inequality forces the new ones to vanish, so the linear system has a unique solution, also at $\varepsilon=0$. Summing the density equation over cells shows that mass is conserved. The state $\rho_i=Ce^{-\varphi_i}$, $g=0$ is stationary because $A\rho=0$.

The norm contains $e^\varphi$. Translating the estimate for $\rho$ into an unweighted norm can cost a factor $e^{(\varphi_{\max}-\varphi_{\min})/2}$, which is large for a bias of many thermal voltages. This factor is an upper bound; the actual growth can be much smaller. If $\varphi$ is updated between steps, the squared norm can also grow at each update, by a factor no larger than the largest value of $e^{\varphi^{\rm new}-\varphi^{\rm old}}$.

For comparison, forward Euler damps a mode $e^{-\mu t}$ only if $|1-\mu\Delta t|\le1$, that is $\Delta t\le2\,{\rm Re}\,\mu/|\mu|^2$. For a constant scattering rate $L$ is the identity and the fast modes approach $\mu=1/\varepsilon^2$ on a fixed grid. The explicit limit then tends to $2\varepsilon^2$, or two scattering times.

## The drift-diffusion limit

At $\varepsilon=0$ the second equation reads $Lg=-e_1A\rho$. Hence

$$
g_1=-D_KA\rho,\qquad D_K=(L^{-1})_{11}.
$$

To expand the flux, let $z=\varphi_{i+1}-\varphi_i$ and $B(z)=z/(e^z-1)$. Then $W_{i+1}/W_{i+1/2}=z/(1-e^{-z})=B(-z)$ and $W_i/W_{i+1/2}=B(z)$, so

$$
g_{1,i+1/2}=-\frac{D_K}{h}\,[B(-z)\rho_{i+1}-B(z)\rho_i].
$$

This is the Scharfetter-Gummel flux, here with an implicit time step. Since $B>0$, the step matrix has nonpositive off-diagonal entries. Conservation makes each column sum equal to 1, so the matrix is strictly diagonally dominant by columns and its inverse is nonnegative. The limit scheme thus preserves a nonnegative density. This argument does not extend to finite $\varepsilon$.

**Consistency.** From $B(\pm z)=1\mp z/2+z^2/12+O(z^4)$,

$$
g_1=-\frac{D_K}{h}\Big[\Big(1+\frac{z^2}{12}\Big)(\rho_{i+1}-\rho_i)+\frac z2(\rho_{i+1}+\rho_i)+O(z^4)\Big].
$$

For smooth functions $\rho_{i+1}-\rho_i=h\rho'+O(h^3)$ and $z=h\varphi'+O(h^3)$ at the face. Therefore $g_1=-D_K(\rho'+\varphi'\rho)+O(h^2)$, and the limiting equation is

$$
\partial_t\rho=\partial_x[D_K(\partial_x\rho+\varphi'\rho)].
$$

Let $E$ be the difference between the limit scheme and a smooth solution of this equation, with $E^0=0$. The flux defect $\sigma=O(h^2)$ enters as $\delta\sigma$, and the time derivative contributes a defect $\kappa=O(\Delta t+h^2)$. The inner product with $E$ gives $|(E,\delta\sigma)|=|(AE,\sigma)|\le D_K\|AE\|^2+\|\sigma\|^2/(4D_K)$. The first term is absorbed by diffusion. Summing up to time $t$, with norms now denoting maxima over the steps,

$$
\|E\|^2\le\frac{t}{2D_K}\|\sigma\|^2+2t\|\kappa\|\,\|E\|,
$$

so $\|E\|\le\|\sigma\|\sqrt{t/(2D_K)}+2t\|\kappa\|=O(\Delta t+h^2)$.

**The diffusion constant.** Consider $s=\nu\,r(w)r(w')$ with $r=1+0.3w^2$, whose mean over $M$ is 1.3. On odd functions $L$ is multiplication by $1.3\,r$, so

$$
D=\int\frac{w^2M}{1.3\,(1+0.3w^2)}\,dw=0.4552
$$

by numerical quadrature. The Hermite values are 0.4049, 0.4457 and 0.4550 for $K=1,3,9$. They rise because $D_K$ is the maximum of $2g_1-g^TLg$, and a larger $K$ enlarges the set of trial functions. For a constant rate $D_K=1$ already at $K=1$. In physical units the diffusion constant is $D_Kv_T^2/\nu$.

## Error at small Knudsen number

Let $r^n$ be the density of the limit scheme started from $\rho^0$, and $q_0^n=-L^{-1}e_1Ar^n$. Comparing $g$ with $q_0$ alone leaves a residual of order $\varepsilon$. A corrector removes it:

$$
q_1=-L^{-1}T_1q_0,\qquad Y^n=q_0^n+\varepsilon q_1^n\ (n\ge1),\qquad Y^0=g^0 .
$$

Since $q_0$ has only odd components and $T_1$ changes parity, $q_1$ has only even ones. It does not alter the flux $g_1$, so the pair $(r,Y)$ satisfies the density equation. In the second equation $e_1Ar+Lq_0=0$ and $\varepsilon(T_1q_0+Lq_1)=0$, which leaves

$$
R^{n+1}=\varepsilon^2\frac{Y^{n+1}-Y^n}{\Delta t}+\varepsilon^2T_1q_1^{n+1}.
$$

The errors $\rho-r$ and $d=g-Y$ start at zero and obey the scheme with source $-R$. The energy identity now contains $-2\Delta t(R,d)\le2\Delta t\|d\|^2+\tfrac12\Delta t\|R\|^2$, whose first part is absorbed by collisions. Therefore

$$
\|\rho^N-r^N\|^2\le\frac12\sum_{n=1}^N\Delta t\,\|R^n\|^2 .
$$

At fixed grid and step, with $g^0$ bounded, the density error is $O(\varepsilon^2)$. The first step contributes a term of size $\varepsilon^2/\sqrt{\Delta t}$ to the bound, so this bound is not uniform as $\Delta t\to0$.

For the velocity-dependent kernel above, take $\varphi=1.5\cos\pi x+x$, $\rho^0=1+0.5\cos\pi x$, $g^0=0$, 40 cells, $K=8$ and 20 steps of 0.01. Relative to the norm of the limit density:

| $\varepsilon$ | difference | bound |
|---|---|---|
| 0.1 | $2.3\times10^{-2}$ | $1.7\times10^{-1}$ |
| 0.01 | $2.4\times10^{-4}$ | $1.7\times10^{-3}$ |
| 0.001 | $2.4\times10^{-6}$ | $1.7\times10^{-5}$ |

A tenfold smaller $\varepsilon$ reduces the difference about a hundredfold. The bound is roughly seven times too large.

## What remains kinetic

For a constant rate and $\varphi=0$, insert $f\propto e^{iqx-\lambda t}$ into the scaled equation. With $a=1-\varepsilon^2\lambda$ and $\kappa=\varepsilon q$, it becomes $(a+i\kappa w)f=\rho M$. Integration over $w$ gives

$$
1=\int\frac{M\,dw}{a+i\kappa w}=\frac1a\Big(1-\frac{\kappa^2}{a^2}+\frac{3\kappa^4}{a^4}-\dots\Big).
$$

Solving in powers of $\kappa$ yields $a=1-\kappa^2+\kappa^4+\dots$, hence $\lambda=q^2(1-\varepsilon^2q^2+\dots)$. At long wavelengths kinetic relaxation is slower than diffusion.

At $\varepsilon=0.15$, with 12 cells and $K=40$, the slowest decay rate of the semidiscrete equations is 8.513. The integral condition gives the same number when $q$ is replaced by the grid value $(2/h)\sin(\pi h/2)$. Diffusion alone gives 9.813. The two-term expansion would give 7.65; its correction is too large because $\kappa^2=0.22$ is not small.

A particle simulation tests the scheme farther from the limit. Let $\varepsilon=0.3$, $\varphi=\cos\pi x$, $\rho^0=1+\cos\pi x$, and start from Maxwellian velocities. At $t=0.1$, about one scattering time, 200,000 particles give a mean of $\cos\pi x$ equal to $0.178\pm0.0015$. The scheme with 80 cells, $K=30$ and 400 steps gives 0.180. Drift-diffusion gives $-0.136$. Even flight without any collisions would lower the mean only to 0.075, so drift-diffusion moves the charge faster than the electrons can travel.

## A packet in a monolayer strip

Consider a closed, gated strip of monolayer MoS2 at 100 K, with rough parameters for a clean encapsulated layer: mass $0.5\,m_e$, scattering time $\tau=200$ fs, length 300 nm and bias 10 mV. A constant rate allows the transverse velocity to be integrated out of the two-dimensional equation, leaving the one treated here with $\nu=1/\tau$. The derived quantities are

$$
v_T=5.51\times10^6\ \text{cm/s},\qquad v_T\tau=11.0\ \text{nm},\qquad
\varepsilon=\frac{11.0}{300}=0.0367 .
$$

The time unit is $\tau/\varepsilon^2=148$ ps. The mobility $e\tau/m$ is about 700 cm²/Vs, and $v_T^2\tau=6.1$ cm²/s. The potential is $\varphi=-1.16\,x$, since 10 mV is 1.16 thermal voltages.

The packet starts as a Gaussian centred at 90 nm with standard deviation 30 nm and $g=0$. With 60 cells and $K=8$ its mean position is:

| calculation | 5 ps | 15 ps |
|---|---|---|
| kinetic, 1 ps step | 109.6 nm | 142.3 nm |
| drift-diffusion, 1 ps step | 110.6 nm | 143.3 nm |
| kinetic, 0.02 ps step | 109.9 nm | 143.5 nm |
| drift-diffusion, 0.02 ps step | 111.0 nm | 144.4 nm |

Doubling both the cell number and $K$ at the short step moves the kinetic values by about 0.01 nm or less. Both short-step rows still lie about 0.01 nm (5 ps) and 0.04 nm (15 ps) below the fully converged values, which leaves their difference unchanged at the digits shown. The 1 ps step is five scattering times. Forward Euler on the same spatial equations would be limited to 1.0 fs, below $2\tau$ because transport between the 5 nm cells adds fast oscillations that only collisions damp. This figure belongs to these undamped differences and to the choice of $K$: it falls to 0.43 fs for $K=16$ and to 0.25 fs for 120 cells. The fastest retained velocity needs about 20 fs to cross a cell, so an explicit scheme with damped transport need not be restricted so severely.

At the short step the kinetic packet lags drift-diffusion by 1.1 nm at 5 ps and 0.9 nm at 15 ps. Part of this is inertia. Far from walls, integration of the $g_1$ equation over $x$ gives a mean velocity $F(1-e^{-t/\varepsilon^2})$ with $F=1.16$, and hence a final lag $F\varepsilon^2=0.0016$, or 0.47 nm. With walls the same integration gives an inertial lag equal to $\tau$ times the actual mean velocity, which the near wall raises at early times: 0.89 nm at 5 ps and 0.47 nm at 15 ps. The rest is the time-integrated difference between the kinetic and drift-diffusion pressures on the walls and is not resolved further here.

The step error of the kinetic run is 0.4 nm at 5 ps and 1.2 nm at 15 ps, so at the later time it exceeds the kinetic correction itself. Stability permits the long step; accuracy has to be judged separately. The initial layer shows the same distinction. In a uniform state one implicit step reduces a mismatch in $g_1$ by $1/(1+\Delta t/\varepsilon^2)=1/6$, where the true factor is $e^{-5}=0.007$.

At 5 ps the kinetic lag is about 5% of the distance moved. In a real strip some neglected effects are of similar relative size. For a mean density of $2\times10^9$ cm⁻² the initial peak is $8\times10^9$ cm⁻², and degeneracy changes $D$ by 0.1%. Space charge across a 5 nm gate insulator of dielectric constant 20 adds 0.36 mV at the peak, or 4% of the thermal voltage. This voltage drops across the narrow packet, so its field initially reaches about a fifth of the applied field; it pushes the two flanks in opposite directions, and in drift-diffusion it shifts the mean position by only 0.12 nm at 5 ps and 0.15 nm at 15 ps. This relies on the high dielectric constant. With 5 nm of boron nitride, of dielectric constant about 3.5, the peak voltage is 2.1 mV, its field exceeds the applied one, and the shift of 0.7 to 0.8 nm is comparable to the kinetic lag. The degeneracy correction and the space-charge voltage are small because the density is low: at a peak of $10^{12}$ cm⁻² they would be about 15% and 45 mV, and the potential could no longer be prescribed. The example also assumes that disorder does not trap so dilute a charge, which a real layer may not satisfy. If energy relaxes in roughly 5 ps rather than in $\tau$, the balance $\Delta T/T=e\mu E^2\tau_E/k_BT$ gives 5% heating, which at fixed $\tau$ raises $D$ by the same fraction. The field, $3.3\times10^{-4}$ MV/cm, is far below a breakdown field of order 1 MV/cm.

Among the effects estimated here, the most serious is collision broadening: $\hbar/(\tau k_BT)=0.38$, so electron energies are not sharp on the thermal scale. At 300 K with a rough $\tau$ of 30 fs the ratio is 0.85, although the Knudsen number falls to 0.0095. A small Knudsen number justifies drift-diffusion as the limit of the Boltzmann equation, but it does not justify the Boltzmann equation.
